# Etching time through an exponential boron profile in silicon

## Question

I have a silicon film on a buried oxide and want to etch it away from its open face in hot potassium hydroxide. The boron concentration rises exponentially with depth,

$$C(z)=C_s\,e^{z/L},$$

from $C_s=1.0\times10^{17}$ cm$^{-3}$ at the open face to $C_p=1.5\times10^{20}$ cm$^{-3}$ at the oxide, with $L=0.25$ µm. For the etch rate I use

$$R(C)=\begin{cases}R_0, & C\le C_0,\\[2pt] R_0\,(C_0/C)^4, & C>C_0,\end{cases}$$

with $R_0=1$ µm/min and $C_0=3.0\times10^{19}$ cm$^{-3}$.

I averaged $R$ over the depth of the film, got 0.814 µm/min, and divided the thickness of 1.83 µm by it. That gives 2.2 min. But near the oxide the rate is hundreds of times smaller than $R_0$, so I don't believe it. On the other hand, if the rate keeps falling as the front goes deeper, does the front ever arrive? How do I calculate the time properly, and how far can I trust it?

## Answer

The front does arrive, but your average weights the film wrongly. Let $z(t)$ be the depth of the etch front below the original face. I assume a planar front, a rate set by the boron concentration at the front, a constant bath, boron that stays in place, and an oxide that does not etch. Then

$$\frac{dz}{dt}=R(C(z))\quad\Longrightarrow\quad dt=\frac{dz}{R(C(z))},\qquad T=\int_0^d\frac{dz}{R(C(z))}.$$

Times add up over successive slices of depth, so the quantity to average over depth is $1/R$. Your estimate is $d/\bar R=d^2/\int_0^d R\,dz$. The Cauchy–Schwarz inequality, applied to $\sqrt R$ and $1/\sqrt R$, gives

$$d^2=\left(\int_0^d\sqrt R\,\frac{1}{\sqrt R}\,dz\right)^2\le\int_0^d R\,dz\int_0^d\frac{dz}{R}.$$

Hence $d/\bar R\le T$: your 2.2 min is a lower bound on the time in this model, and a poor one here.

### The integral

The thickness follows from $C(d)=C_p$, and the threshold depth $z_0$ from $C(z_0)=C_0$:

$$d=L\ln\frac{C_p}{C_s},\qquad z_0=L\ln\frac{C_0}{C_s}.$$

Down to $z_0$ the rate is $R_0$, so this part takes $t_0=z_0/R_0$. Below $z_0$, divide $C(z)=C_se^{z/L}$ by $C_0=C_se^{z_0/L}$:

$$\frac{C(z)}{C_0}=e^{(z-z_0)/L},\qquad \frac1R=\frac1{R_0}\left(\frac{C}{C_0}\right)^4=\frac{e^{4(z-z_0)/L}}{R_0}.$$

The time at which the front reaches a depth $z>z_0$ is therefore

$$t=t_0+\frac1{R_0}\int_{z_0}^{z}e^{4(z'-z_0)/L}\,dz'
=t_0+\frac{L}{4R_0}\left[e^{4(z-z_0)/L}-1\right].\tag{1}$$

The factor $L/4$ comes from integrating the exponential, and the $-1$ from its lower limit. At the oxide the exponential equals $(C_p/C_0)^4$, so

$$\boxed{T=\frac{L}{R_0}\left\{\ln\frac{C_0}{C_s}+\frac14\left[\left(\frac{C_p}{C_0}\right)^4-1\right]\right\}},\qquad C_s<C_0<C_p.\tag{2}$$

As a check, let the peak barely exceed the threshold, $C_p=C_0(1+\epsilon)$ with $\epsilon\ll1$. The second term becomes $L\epsilon/R_0$. The thickness above threshold is $L\ln(1+\epsilon)\approx L\epsilon$, so this is the time at the undoped rate, as it should be.

### Your numbers

The threshold lies at

$$z_0=0.25\ \text{µm}\times\ln 300=1.426\ \text{µm},$$

so $t_0=1.426$ min. The concentration ratio is $C_p/C_0=5$, and $5^4=625$. The rest takes

$$T-t_0=\frac{0.25}{4\times1}\,(625-1)\ \text{min}=39.0\ \text{min}.$$

The total is $T=40.4$ min, or 0.67 h. Stepping the front equation forward in time and integrating $1/R$ numerically both give 40.426 min, in agreement with (2). The upper 1.43 µm takes under a minute and a half; the lower 0.40 µm takes the other 39 min.

### If the threshold is not inside the film

If the whole film is below threshold, $C_p\le C_0$, then $T=d/R_0$. If it starts above threshold, $C_s\ge C_0$, there is no fast part, and

$$T=\frac1{R_0}\int_0^d\frac{C_s^4e^{4z/L}}{C_0^4}\,dz=\frac{L}{4R_0}\,\frac{C_p^4-C_s^4}{C_0^4},$$

because $C_s^4e^{4d/L}=C_p^4$. Formula (2) would be wrong for $C_s>C_0$: its logarithm would be negative.

### Does the front stop?

Solve (1) for the exponential and take the logarithm:

$$z(t)=z_0+\frac L4\ln\left[1+\frac{4R_0(t-t_0)}{L}\right],\qquad t\ge t_0.\tag{3}$$

Differentiation gives the speed,

$$\frac{dz}{dt}=\frac{R_0}{1+4R_0(t-t_0)/L}.$$

It falls, but never to zero. Long after the threshold it is close to $L/[4(t-t_0)]$, which no longer contains $R_0$. The depth grows as a logarithm, without bound, so every finite depth is reached in a finite time. Boron in this model delays the front; it does not stop it.

### Where the time goes

Write $R_p=R(C_p)=R_0/625=0.0016$ µm/min. The slow part of (2) is then

$$T-t_0=\frac L4\left(\frac1{R_p}-\frac1{R_0}\right)\approx\frac{L/4}{R_p}\qquad(R_p\ll R_0).$$

The doped region costs as much time as a uniform slab of thickness $L/4=62.5$ nm at the slowest rate: 39.06 min against 39.00 min.

The time is not confined to that thickness, though. Measuring $s=d-z$ upward from the oxide, $1/R=e^{-4s/L}/R_p$, so the last $L/4$ takes

$$\frac1{R_p}\int_0^{L/4}e^{-4s/L}\,ds=\frac{L}{4R_p}\left(1-e^{-1}\right)=24.7\ \text{min},$$

which is 61% of $T$. At half the total time, (3) leaves only 45.5 nm of silicon. A film that looks nearly gone may thus need as long again.

### What happens to uneven thickness

Suppose one place carries an extra thickness $\delta$ of silicon below threshold on top of the same profile. Its front lags by $\delta/R_0$. When the leading front reaches the oxide at $T$, the lagging one is where the leading one was at $T-\delta/R_0$. If that is later than $t_0$, the bracket in (3) equals

$$1+\frac{4R_0}{L}\left(T-\frac{\delta}{R_0}-t_0\right)=\left(\frac{C_p}{C_0}\right)^4-\frac{4\delta}{L}.$$

Since $d=z_0+(L/4)\ln(C_p/C_0)^4$, the silicon still left there is

$$\Delta=-\frac L4\ln\left[1-\frac{4\delta}{L}\left(\frac{C_0}{C_p}\right)^4\right]\approx\delta\,\frac{R_p}{R_0},$$

where the last form holds when the subtracted term is small. For $\delta=1$ µm that term is $16/625=0.026$, and $\Delta=1.6$ nm. The step in height has almost vanished, but the lag in time has not: clearing this place still takes one more minute.

### How sensitive is the result?

Treat $T$ in (2) as a function of $\ln C_0$, with $L$, $R_0$, $C_s$ and $C_p$ fixed. The logarithm contributes $+1$ inside the braces and the fourth power contributes $-(C_p/C_0)^4$:

$$\frac{\partial T}{\partial\ln C_0}=\frac L{R_0}\left[1-\left(\frac{C_p}{C_0}\right)^4\right]=-4(T-t_0).$$

Dividing by $T$,

$$\frac{\partial\ln T}{\partial\ln C_0}=-\frac{4(T-t_0)}{T}=-3.86.$$

Likewise, with $L$, $C_s$ and $C_0$ fixed,

$$\frac{\partial\ln T}{\partial\ln C_p}=\frac{L}{R_0T}\left(\frac{C_p}{C_0}\right)^4=3.87.$$

In this second case the film also becomes slightly thicker, since $d$ depends on $C_p$.

These slopes are for small changes. A threshold 10% lower gives $T=60.9$ min, an increase of 51%, whereas a linear extrapolation, $3.86\times10\%$, gives 39%. The difference is the curvature of the fourth power: $0.9^{-4}=1.52$.

### The sharp threshold

A real rate curve has a rounded knee. A convenient family with the same limits at low and high concentration is

$$R=R_0\left[1+u^a\right]^{-4/a},\qquad u=C/C_0.$$

A smaller $a$ means a softer knee. Since $dz=L\,du/u$, each power $u^m$ in $R_0/R$ adds $(L/mR_0)(u_p^m-u_s^m)$ to the time, where $u_p=5$ and $u_s=1/300$. The constant 1 adds $d/R_0$.

For $a=4$, $R_0/R=1+u^4$, so

$$T=\frac d{R_0}+\frac L{4R_0}\left(u_p^4-u_s^4\right)=1.83+39.06=40.9\ \text{min}.$$

For $a=2$, $R_0/R=1+2u^2+u^4$. The cross term adds $(L/R_0)(u_p^2-u_s^2)=6.25$ min, and the total is 47.1 min. For $a=1$, $R_0/R=(1+u)^4$ has three cross terms, and the time is 106 min.

The last result is large because $u_p=5$ is not yet far into the high-concentration limit: above threshold the $a=1$ rate is lower than the sharp law by the factor $(1+1/u)^4$, which is $(6/5)^4=2.07$ at the peak and grows to 16 at $u=1$, so the total time is 2.6 times longer. These times hold $C_0$ fixed. If $C_0$ is instead refitted so that each curve has the same rate $R_p$ at the peak, then $u_p=\sqrt{24}$ for $a=2$ and $u_p=4$ for $a=1$, and the times drop to 43.8 and 55.2 min. A threshold fitted to rates at such modest $u$ should therefore be used only with the form of the curve it was fitted with.

### How this compares with a real etch

Your $R_0$ and $C_0$ are rough typical values for (100) silicon in potassium hydroxide near 353 K. In such a bath thermal oxide is not inert: it typically etches at several nm/min, faster than $R_p=1.6$ nm/min. This does not change $T$ while the film covers the oxide, but once exposed the oxide is no better a stop than the doped silicon above it. The peak concentration is high, in the range where the solubility of boron in silicon becomes a concern, so an exponential cannot be continued much further. A real profile also tends to round off near its maximum. A flat top just 10 nm thick at $C_p$ adds $0.010/0.0016=6.25$ min, or 15% of $T$. This holds if the peak still reaches $C_p$; a profile that levels off 10 nm early at a lower concentration shortens $T$ by about half a minute instead. With a rough activation energy $E=0.6$ eV and $C_0$ held fixed, a bath 1 K warmer etches faster by the factor $\exp\{(E/k)[1/353-1/354]\}$, with temperatures in kelvin. That is 5.7%, and $T$ falls by about 5%. For your numbers, then, the knee of the rate curve, the value of $C_0$ and the top of the profile can each matter more than a degree of temperature. I would treat 40 min as an estimate and measure the rate at several concentrations up to $C_p$ before relying on it.

### Can the fourth power be derived?

There is a plausible argument. Dissolving one silicon atom involves four electrons. If the rate follows the fourth power of the electron density $n$, and $n$ is inversely proportional to the hole density $p\approx C$, then $R\propto C^{-4}$. But $n\propto1/p$ requires dilute holes, and yours are not dilute.

For a parabolic valence band,

$$p=N_v\,\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},$$

where $\eta$ is the height of the valence-band edge above the Fermi level, in units of $kT$. A rough density-of-states mass of 1.1 electron masses gives $N_v=3.7\times10^{19}$ cm$^{-3}$ at 353 K. Between $C_0$ and $C_p$, $\eta$ rises from 0.075 to 2.763, a change of 2.69. Dilute statistics would give $\ln5=1.61$.

With a rigid band gap the electrons, which are still dilute, follow $n\propto e^{-\eta}$. At the peak, $n^4$ is then smaller than the $C^{-4}$ law predicts by a factor $e^{4(2.69-1.61)}\approx75$. Integrating $1/R$ with this $n^4$ above the threshold gives roughly 1300 min instead of 40. These figures depend strongly on the assumed mass: 1.0 or 1.2 electron masses give a factor of about 140 or 45 and a time of about 2300 or 900 min. They also depend on the parabolic shape. The real valence band is warped and its density of states grows faster with energy: a six-band $k\cdot p$ model (Luttinger parameters 4.285, 0.339, 1.446, spin–orbit splitting 44 meV) has nearly the same $N_v$, $3.6\times10^{19}$ cm$^{-3}$, yet gives a factor of about 25 and about 540 min, below all three parabolic values.

Heavy doping also narrows the gap, which raises $n$. A narrowing that grows by 33 meV between $C_0$ and $C_p$ would restore the ratio $n(C_p)/n(C_0)=1/5$, though not necessarily the power law in between; for the two other masses the amount needed is 37 or 29 meV, and for the six-band model about 25 meV. Estimates of the narrowing in boron-doped silicon grow by an amount of this order over this range, some by more, so the 1300 min is a rigid-gap figure and not a prediction, and the net correction could have either sign. So the exponent 4 should be taken from measured rates. The electron count makes it plausible but does not establish it.

### Is the rate really local?

Band bending at the silicon surface extends over a depletion layer. For a uniform charge density $eC$ and permittivity $\varepsilon$, the field falls linearly from $eCw/\varepsilon$ to zero across the width $w$. The potential drop is the area of that triangle, $\phi=eCw^2/2\varepsilon$, so

$$w=\sqrt{\frac{2\varepsilon\phi}{eC}},\qquad F_{\max}=\frac{2\phi}{w}.$$

With a rough $\phi=0.5$ V and relative permittivity 11.7, $w$ is 4.6 nm at $C_0$ and 2.1 nm at $C_p$. Over such a distance the rate law changes by the fraction $1-e^{-4w/L}$, which is 7% and 3%. That is the size of the ambiguity in "the concentration at the front", and taking the concentration at depth $w$ below the front raises $T$ by about 4%. This exceeds the 1% shift for $a=4$ but is small beside the shifts for $a=2$ and $a=1$.

The peak fields are 2.2 and 4.8 MV/cm, and the layer is thin enough for holes to tunnel to the surface. The barrier at distance $x$ from the surface is $e\phi(1-x/w)^2$, so the WKB exponent is

$$2\int_0^w\frac{\sqrt{2me\phi}}{\hbar}\left(1-\frac xw\right)dx=\frac{w\sqrt{2me\phi}}{\hbar}.$$

For a rough tunnelling mass $m$ of 0.2 electron masses, the transmission rises from $5\times10^{-4}$ at $C_0$ to about $0.03$ at $C_p$. These are order-of-magnitude figures. The widths are comparable to the mean acceptor spacing $C^{-1/3}$, 3.2 and 1.9 nm, so a uniform charge is at its limit. Replacing the abrupt depletion edge by the smooth profile of degenerate holes gives, for the same mass, about $10^{-4}$ at $C_0$, and at $C_p$ about $0.01$ for holes at the band edge and $0.09$ for holes at the Fermi level. A transmission is also not an etch rate. Within this model the surface barrier becomes more transparent to holes over the same range of doping in which your rate law falls, by a factor of about 65 for $\phi=0.5$ V but only about 5 for $\phi=0.2$ V. This suggests, without proving it, that bulk electron density need not be the whole mechanism.

The main values are collected in the numerical output below; some side estimates, such as those for other hole bands, refitted thresholds and the smooth barrier profile, are not.

## Values computed for the example and the checks

```
undoped etch rate R0: 1.00 um/min
growth length L: 0.250 um
threshold C0: 3.00e+19 cm^-3
open-face concentration Cs: 1.00e+17 cm^-3
peak concentration Cp: 1.50e+20 cm^-3
film thickness d: 1.8283 um
threshold depth z0: 1.4259 um
thickness above threshold d-z0: 0.4024 um
(Cp/C0)^4: 625.0
time to threshold t0: 1.426 min
time above threshold T-t0: 39.000 min
total time T, formula: 40.426 min = 0.674 h
total time, quadrature: 40.426 min
total time, front motion: 40.426 min
rate at peak Rp: 0.00160 um/min
equivalent slab time L/(4Rp): 39.062 min
time for the last L/4: 24.692 min
share of T in the last L/4: 61.1 %
film left at T/2: 45.5 nm
depth-averaged rate: 0.8141 um/min
wrong time from averaged rate: 2.246 min
dlnT/dlnC0: -3.859
dlnT/dlnCp: 3.865
initial undoped step: 1.00 um
film left under the step at T: 1.62 nm
T, rounded threshold a=4: 40.89 min
T, rounded threshold a=2: 47.14 min
T, rounded threshold a=1: 106.30 min
T with C0 lower by 10 %: 60.87 min
flat top of profile: 10 nm
extra time for flat top: 6.25 min
bath temperature: 353 K
activation energy (rough): 0.60 eV
rate gain for 1 K warmer bath: 5.7 %
hole density-of-states mass (rough): 1.10 m_e
valence-band density Nv: 3.70e+19 cm^-3
hole level eta at C0, Cp: 0.075, 2.763 (units of kT)
T, electron density^4, rigid gap: 1349 min
gap narrowing growth to cancel: 32.8 meV
surface band bending (rough): 0.50 V
relative permittivity (rough): 11.7
tunnelling mass (rough): 0.20 m_e
depletion width at C0: 4.64 nm
peak field at C0: 2.15 MV/cm
rate fall across that width at C0: 7.2 %
WKB hole transmission at C0: 5.4e-04
depletion width at Cp: 2.08 nm
peak field at Cp: 4.82 MV/cm
rate fall across that width at Cp: 3.3 %
WKB hole transmission at Cp: 3.5e-02
```
